\section*{Multifractal exponents by box counting and the symmetry of critical eigenvectors}

\section{Peaks and valleys that grow alike}

Take a critical random matrix of size $L$, cut each eigenvector from the middle of the spectrum into boxes of eight sites, and let $x$ be the probability in a box divided by its mean over the boxes. When $L$ rises from 128 to 1024, the average $\langle x^2\rangle$ grows by a factor 1.86 and the average $\langle x^{-1}\rangle$ by a factor 1.88. The first average is governed by the peaks of the eigenvector, the second by its valleys. Why should they grow at the same rate?

The answer is a symmetry of multifractal exponents. To measure it, one must know which average is taken, which length is varied, and how far the data can be trusted. A mass that can be split by hand shows the first of these.

\section{A mass split by hand}

Put unit mass on an interval. Split it into $W$ and $1-W$, with $W$ uniform on $(0,1)$, and give the fractions to the two halves. The sum of squared masses is $P_2=W^2+(1-W)^2$. Its mean is
\begin{equation}
\langle P_2\rangle=2\int_0^1W^2\,dW=\tfrac23 .
\end{equation}
The typical value is the exponential of the mean logarithm. With $u=2W-1$, $P_2=(1+u^2)/2$, so
\begin{align}
\langle\ln P_2\rangle&=\int_0^1\ln(1+u^2)\,du-\ln2\nonumber\\
&=\left(\ln2-2+\frac{\pi}{2}\right)-\ln2=\frac{\pi}{2}-2 .
\end{align}
The typical value is $e^{-0.429}=0.651$, below the mean 0.667, because the logarithm is concave and so gives less weight to the large $P_2$ of uneven splits.

Now split every piece again with fresh, independent fractions. Each mass $\mu$ contributes $\mu^q[W^q+(1-W)^q]$ to the next sum $P_q=\sum_k\mu_k^q$. Each step therefore multiplies the mean by $2\langle W^q\rangle=2/(q+1)$, which is finite for $q>-1$. After $n$ steps there are $N=2^n$ boxes and
\begin{equation}
\langle P_q\rangle=\left(\frac{2}{q+1}\right)^n=N^{-\tau_q},\qquad
\tau_q=\log_2\frac{q+1}{2}.
\end{equation}
An even distribution has $\mu_k=1/N$, $P_q=N^{1-q}$ and $\tau_q=q-1$. The departure from it is
\begin{equation}
\Delta_q=\tau_q-(q-1)=\log_2(q+1)-q .
\end{equation}
Here $\Delta_{1.25}=-0.080$ but $\Delta_{-0.25}=-0.165$. Random splitting by itself does not make peaks and valleys grow alike, so this cascade is a useful counterexample. A simulation of 800 cascades with 11 splittings, fitted over levels 4 to 11, returns $-0.0801$ and $-0.1653$. The estimator thus sees an asymmetry when there is one.

\section{The general definitions}

For an eigenvector $\psi$ on $L$ sites and boxes of $l$ sites, put
\begin{equation}
N=\frac Ll,\qquad \mu_k=\sum_{i\in k}|\psi_i|^2,\qquad x_k=N\mu_k .
\end{equation}
Normalization gives $\sum_k\mu_k=1$, so the box mean of $x$ is one. Write $m_q=N^{-1}\sum_kx_k^q$ for one state. Then
\begin{equation}
P_q=\sum_k\mu_k^q=N^{-q}\sum_kx_k^q=N^{1-q}m_q .
\end{equation}
Angular brackets average over states and matrices. The two kinds of exponent follow from
\begin{equation}
\langle m_q\rangle\sim N^{-\Delta_q},\qquad
\exp\langle\ln m_q\rangle\sim N^{-\Delta_q^{\rm typ}} .
\end{equation}
Since $m_0=m_1=1$, $\Delta_0=\Delta_1=0$. The function $\ln\langle x^q\rangle$ is convex in $q$, so $\Delta_q$ is concave.

The two averages must part at large $q$ if $\tau_q/q$ has a maximum at finite $q$. For $q'>q>0$, let $p_k=\mu_k^q/P_q$ and $s=q'/q>1$. Each $p_k\le1$, so $\sum_kp_k^s\le\sum_kp_k=1$, which means $P_{q'}\le P_q^{q'/q}$. Take logarithms, average, and use Jensen's inequality $\langle\ln P_q\rangle\le\ln\langle P_q\rangle$:
\begin{equation}
-\langle\ln P_{q'}\rangle\ge-\frac{q'}q\langle\ln P_q\rangle
\ge-\frac{q'}q\ln\langle P_q\rangle .
\end{equation}
Division by $\ln N$ gives, for large $N$, $\tau^{\rm typ}_{q'}\ge q'\tau_q/q$. The strongest bound comes from the maximum of $\tau_q/q$, where $q\tau_q'=\tau_q$ (here the prime on $\tau$ is a derivative). This is the termination point $q_+$, at which a line through the origin touches the ensemble curve.

For the cascade, a numerical root gives $q_+=3.31$ and slope 0.335. At $q=6$ the typical exponent is at least $6\times0.3346=2.01$, while the ensemble exponent is 1.81. After many splittings the ensemble mean is then carried by events so rare that a typical cascade has none. The 800 simulated cascades give $-\langle\ln P_6\rangle/\ln N=2.36$ at depth 11, which respects the bound but does not measure the limit.

\section{Where the symmetry comes from}

Let $G$ be the retarded Green function at one point and $\nu$ the mean local density of states. Since ${\rm Im}\,G=-\pi\nu\rho$, where $\rho$ is the local density divided by its mean, the quantity $Z=iG/(\pi\nu)$ has real part $\rho>0$. Define
\begin{equation}
S=\frac{Z-1}{Z+1}=re^{i\theta},\qquad Z=\frac{1+S}{1-S},\qquad r<1 .
\end{equation}
$S$ is the reflection amplitude seen by a lead matched to the mean density. Multiplying numerator and denominator of $Z$ by $1-S^*$ and taking the real part gives
\begin{equation}
\rho=\frac{1-r^2}{1+r^2-2r\cos\theta}
=\frac1{\cosh h-\sinh h\cos\theta},
\end{equation}
with $\cosh h=(1+r^2)/(1-r^2)$ and $\sinh h=2r/(1-r^2)$.

The first assumption is that $\theta$ is uniform and independent of $r$. This holds in the nonlinear sigma model of the Wigner--Dyson classes, the field theory of disordered systems without extra chiral or particle-hole symmetry. It requires ${\rm Re}\langle G\rangle=0$, as at the band centre; elsewhere the mean real part of $G$ must be subtracted before $Z$ is formed, which leaves $\rho$ unchanged. The assumption is taken as input here.

Introduce an angle $\phi$ by $\tan(\phi/2)=e^h\tan(\theta/2)$. Differentiation gives
\begin{align}
\frac{d\phi}{d\theta}&=\frac{e^h\sec^2(\theta/2)}{1+e^{2h}\tan^2(\theta/2)}\nonumber\\
&=\frac1{e^{-h}\cos^2(\theta/2)+e^h\sin^2(\theta/2)}=\rho ,
\end{align}
where the last step uses $\cos^2(\theta/2)=(1+\cos\theta)/2$ and $\sin^2(\theta/2)=(1-\cos\theta)/2$. The inverse map has $h$ replaced by $-h$, so
\begin{equation}
\frac1\rho=\frac{d\theta}{d\phi}=\frac1{\cosh h+\sinh h\cos\phi}.
\end{equation}
The average over the phase becomes
\begin{align}
\int_0^{2\pi}\rho^q\frac{d\theta}{2\pi}
&=\int_0^{2\pi}\rho^{q-1}\frac{d\phi}{2\pi}\nonumber\\
&=\int_0^{2\pi}(\cosh h+\sinh h\cos\phi)^{q-1}\frac{d\phi}{2\pi}\nonumber\\
&=\int_0^{2\pi}(\cosh h-\sinh h\cos\phi)^{-(1-q)}\frac{d\phi}{2\pi}.
\end{align}
The last line shifts $\phi$ by $\pi$; it is the phase average of $\rho^{1-q}$. The equality holds for each $h$, and so survives an average over $h$:
\begin{equation}
\langle\rho^q\rangle=\langle\rho^{1-q}\rangle .
\end{equation}
For $h=1.3$ and $q=2.3$, quadrature gives 2.603 on both sides. If the phase is weighted by $1+\tfrac12\cos\theta$, the sides become 3.77 and 1.94, so uniformity matters.

The second assumption links $\rho$ to eigenvectors. With an energy width of about one level spacing, few states contribute at a given energy, and critical states close in energy are taken to share their large-scale envelope. Then $\langle\rho^q\rangle$ scales as $\langle x^q\rangle$, with boxes removing the zeros of single amplitudes. Hence
\begin{equation}
\boxed{\Delta_q=\Delta_{1-q}} .
\end{equation}

This pairs peaks with valleys. A box with $\mu\sim N^{-\alpha}$ has $x\sim N^{1-\alpha}$, and the moment $q$ selects $\alpha_q=d\tau_q/dq=1+d\Delta_q/dq$. The symmetry reverses the slope of $\Delta$ between $q$ and $1-q$, so $\alpha_{1-q}=2-\alpha_q$: a selected height $x$ is matched by a depth $1/x$. If the number of such boxes is $N^{f(\alpha)}$, a saddle-point evaluation of $\langle P_q\rangle$ gives $f=q\alpha-\tau_q$. Inserting the paired values yields
\begin{equation}
f(2-\alpha)=f(\alpha)+1-\alpha .
\end{equation}
For a peak, $\alpha<1$, the matching valleys are more numerous by $N^{1-\alpha}$. This excess compensates for the different weights $x^2$ and $x^{-1}$ in the opening comparison.

\section{The critical matrices}

The matrices are real and symmetric with independent Gaussian elements of zero mean. For $i\ne j$,
\begin{equation}
\langle H_{ij}^2\rangle=\frac1{1+(d_{ij}/b)^{2a}},\qquad
d_{ij}=\frac L\pi\sin\frac{\pi|i-j|}{L},
\end{equation}
and the diagonal variance is 2. The chord distance $d_{ij}$ closes the chain into a ring. All quantities are dimensionless.

A counting argument for weak coupling shows why $a=1$ is special. A site has about $R$ partners at distances between $R$ and $2R$. The coupling to each is of order $R^{-a}$, and the chance that two site energies lie that close is also of order $R^{-a}$. The number of resonant partners is thus of order $R^{1-a}$. It grows with distance for $a<1$, dies out for $a>1$, and is the same in every doubling of distance for $a=1$.

At $b=1$ and $l=8$, the change between $L=128$ and 256 gives $\Delta_2=-0.01$ for $a=0.5$ and $-0.98$ for $a=2$. An evenly spread state has $\langle x^2\rangle$ constant and $\Delta_2=0$. A state inside one box has $x=N$ there, so $\langle x^2\rangle=N^2/N=N$ and $\Delta_2=-1$. The two values lie near these limits.

One consequence of the phase assumption, the equality of paired moments, can be examined where the band is wide. For $b=16$, $a=1$, $L=256$ and an energy width of half a level spacing, 40 matrices sampled near the band centre give $\langle\rho^2\rangle=1.740$ and $\langle\rho^{-1}\rangle=1.748$. Equality is not forced by the variance: a gamma distribution with unit mean and variance $v=0.740$ has $\langle\rho^{-1}\rangle=1/(1-v)=3.8$. At $b=1$ the sigma model is not controlled: for $L=256$ the phase is not uniform and the paired moments are roughly 4 and 5 rather than equal. Only their growth with size can still agree, and the symmetry becomes a question for the eigenvectors themselves.

\section{Which length to vary}

One could fix $L$ and enlarge the boxes, or fix the box and enlarge $L$. A structureless vector, with independent Gaussian components normalized to unit length, separates the two choices. Its true $\Delta_q$ is zero.

Let $A$ be the sum of the $l$ squared Gaussians in a box and $B$ the sum of all $L$. The direction of a Gaussian vector is independent of its length, so $\mu=A/B$ is independent of $B$ and $\langle\mu^q\rangle=\langle A^q\rangle/\langle B^q\rangle$. The density of $A$ is proportional to $A^{l/2-1}e^{-A/2}$, hence
\begin{equation}
\langle A^q\rangle=2^q\frac{\Gamma(l/2+q)}{\Gamma(l/2)},\qquad q>-\frac l2 .
\end{equation}
In particular $\langle A^2\rangle=l(l+2)$ and $\langle A^{-1}\rangle=1/(l-2)$. The same formulas with $l\to L$ serve $B$, so
\begin{align}
\langle x^2\rangle&=\frac{L^2}{l^2}\frac{l(l+2)}{L(L+2)}=\frac{1+2/l}{1+2/L},\\
\langle x^{-1}\rangle&=\frac lL\frac{L-2}{l-2}=\frac{1-2/L}{1-2/l}.
\end{align}
For single sites, $l=1$, the inverse moment diverges. A finite variance of $x^{-1}$ needs the moment $q=-2$, hence $l>4$. The choice $l=8$ meets this condition.

If $L=1024$ is fixed and $l$ runs from 8 to 64, the factor $1+2/l$ falls and a fit to the formula gives an apparent $\Delta_2=-0.092$. If $l=8$ is fixed and $L$ runs from 128 to 1024, that factor is a constant and the fit gives $-0.006$. The main estimator therefore varies $L$ at fixed $l$.

\section{The fit, by hand}

For each size, diagonalize the matrices, keep the central eighth of the spectrum, sum the intensities in boxes and average. With $b=1$, $a=1$ and $l=8$ the result is:
\begin{center}
\begin{tabular}{rrrrr}
$L$ & matrices & $\ln N$ & $\ln\langle x^2\rangle$ & $\ln\langle x^{-1}\rangle$\\
128 & 160 & 2.7726 & 0.7774 & 1.1085\\
256 & 80 & 3.4657 & 0.9659 & 1.2956\\
512 & 40 & 4.1589 & 1.2224 & 1.5542\\
1024 & 12 & 4.8520 & 1.3986 & 1.7383
\end{tabular}
\end{center}
Let $X_L=\ln N$ and $y_L=\ln\langle x^q\rangle$. The unweighted least-squares slope of $y$ against $X$ is $\sum_Lc_Ly_L$, and $\Delta_q$ is minus this slope:
\begin{equation}
\Delta_q=-\sum_Lc_Ly_L,\qquad
c_L=\frac{X_L-\bar X}{\sum_{L'}(X_{L'}-\bar X)^2}.
\end{equation}
The weights are $-0.4328$, $-0.1443$, $0.1443$, $0.4328$. Pairing the outer and inner sizes,
\begin{align}
\Delta_2&=-[0.4328(1.3986-0.7774)\nonumber\\
&\qquad+0.1443(1.2224-0.9659)]=-0.306,\\
\Delta_{-1}&=-[0.4328(1.7383-1.1085)\nonumber\\
&\qquad+0.1443(1.5542-1.2956)]=-0.310 .
\end{align}

States of one matrix are correlated, so whole matrices are the independent samples. If $M_j$ is the mean of $m_q$ in matrix $j$ and $M$ their average, a small change of $M$ changes $\ln M$ by $\delta M/M$. The standard error $\sigma_L$ of $y_L$ is then the standard deviation of $M_j/M$ divided by the square root of the number of matrices. Different sizes are independent, so the error of $\Delta_q$ is $(\sum_Lc_L^2\sigma_L^2)^{1/2}$. For $\Delta_q-\Delta_{1-q}$, the two ratios $M_j/M$ are subtracted matrix by matrix before the standard deviation is taken. This keeps their correlation. For typical averages, the mean of $\ln m_q$ over the states of matrix $j$ takes the place of $M_j/M$.

\section{Reading the exponents}

The table gives $\Delta_q$, $\Delta_{1-q}$ and their difference $\delta=\Delta_q-\Delta_{1-q}$ with one standard error:
\begin{center}
\begin{tabular}{lcccc}
average & $q$ & $\Delta_q$ & $\Delta_{1-q}$ & $\delta$\\
ensemble & 1.25 & $-0.052$ & $-0.052$ & $0.0005\pm0.0006$\\
ensemble & 1.5 & $-0.121$ & $-0.123$ & $0.001\pm0.002$\\
ensemble & 2 & $-0.306$ & $-0.310$ & $0.004\pm0.006$\\
typical & 1.25 & $-0.052$ & $-0.052$ & $0.0009\pm0.0006$\\
typical & 1.5 & $-0.120$ & $-0.124$ & $0.004\pm0.002$\\
typical & 2 & $-0.296$ & $-0.319$ & $0.024\pm0.006$
\end{tabular}
\end{center}
In this run the ensemble exponents agree with the symmetry within one standard error, which still leaves room for a difference of a few per cent at $q=2$. At $q=2$ the difference is 1.3\% of the mean exponent, with an error of 2\%. This error is statistical only. Over the same sizes the difference moves with the box by about 0.01: it is near $0.015\pm0.005$ for $l=16$ and $-0.004\pm0.008$ for $l=4$. The separate errors of $\Delta_2$ and $\Delta_{-1}$ are 0.010 and 0.012; the difference is known better because a matrix with strong peaks also tends to have deep valleys. For comparison, the cascade at $q=1.25$ has a difference of 70\% of the mean.

The typical exponents at $q=2$ differ by four standard errors, or 8\% of their mean. Let $J_L=\ln\langle m_q\rangle-\langle\ln m_q\rangle\ge0$. The fit formula gives
\begin{equation}
\Delta_q^{\rm typ}-\Delta_q=\sum_Lc_LJ_L .
\end{equation}
This is $+0.010$ at $q=2$ and $-0.009$ at $q=-1$: over these sizes the fitted gap $J_L$ grows for the peaks and shrinks for the valleys. If $J_L$ tends to a constant, as it does when the distribution of $m_q/\langle m_q\rangle$ settles to a fixed shape, the discrepancy vanishes at large $L$. That it is such a finite-size effect is a conjecture here.

The sizes also limit the exponents themselves. Between neighbouring sizes, $\Delta_2$ is $-0.27$, $-0.37$ and $-0.25$, and $\Delta_{-1}$ is $-0.27$, $-0.37$ and $-0.27$. The sequence shows no steady drift, and its scatter is nearly the same for both moments. Thus the difference between the paired exponents is better determined than the exponents themselves.

Varying the box at $L=1024$ gives $-0.32$ for $q=2$ and $-0.39$ for $q=-1$. On these data the choice of length alone would suggest a broken symmetry. The shifts from the main estimates, $-0.02$ and $-0.08$, are not the structureless bias simply added, since that bias is $-0.09$ at $q=2$.

\section{How far in $q$ the method reaches}

A parabola $\Delta_q=\gamma q(1-q)$ is the simplest symmetric form that vanishes at 0 and 1. The measured $\Delta_{1/2}=0.043$ gives $\gamma=4\Delta_{1/2}=0.172$. It predicts $\Delta_2=-2\gamma=-0.34$, against the measured $-0.306\pm0.010$, so it is an estimate and no more. From
\begin{equation}
\frac{\tau_q}{q}=1+\gamma-\frac1q-\gamma q,\qquad
\frac{d}{dq}\frac{\tau_q}{q}=\frac1{q^2}-\gamma=0,
\end{equation}
the termination points of the parabola are $q_\pm=\pm\gamma^{-1/2}\approx\pm2.4$. The negative one arises because the earlier bound also holds for $q'<q<0$, where again $s=q'/q>1$ and $p_k\le1$. The typical exponents can be expected to share the symmetry when both $q$ and $1-q$ lie between them. The pair $2,-1$ does. The parabola places $q_+$ too low, however. Its largest $\tau_q/q$ is $1+\gamma-2\gamma^{1/2}=0.343$, while the measured ratio is already $0.347$ at $q=2$ and $0.396$ at $q=4$, where the parabola gives $\tau_4=0.94$. Fits over these sizes put the maximum of $\tau_q/q$ near $q=3.5$, so $q=2$ lies well inside the range.

At $q=4$, just beyond this maximum, the fits give $\tau_4=1.58\pm0.05$ for the ensemble and $1.77\pm0.03$ for the typical average. They part in the expected direction. The ensemble value needs caution: beyond termination its mean depends on rare states that a few thousand eigenvectors may not contain, and an error computed from the sample cannot register what the sample lacks. At larger $q$ the stability of the ensemble value against the number of matrices should therefore be checked before it is trusted.
